# Why uniform spin polarization scales second-order exchange by φ

Take a point in an electron gas where the density is $0.25$ Å$^{-3}$ and its gradient is $0.25$ Å$^{-4}$. In the PBE functional the second-order gradient term of exchange is there $-0.0968$ eV per electron if the gas is unpolarized. If 80% of the electrons have spin up, with the same proportion everywhere, it is $-0.0925$ eV: smaller in magnitude by 4.5%, although the local part of exchange grows by 8.3%. The second-order correlation term changes from $+0.0968$ to $+0.0925$ eV, so that the two gradient terms still cancel.

The spin polarization is $\zeta=(n_\uparrow-n_\downarrow)/n$, with $n=n_\uparrow+n_\downarrow$; in the example it is $0.6$. The factor to be explained is

$$\phi(\zeta)=\frac{(1+\zeta)^{2/3}+(1-\zeta)^{2/3}}{2}. \tag{1}$$

For exchange it follows from spin scaling when $\zeta$ is uniform in space. For the PBE correlation term $\beta\phi^3t^2$ the same factor appears when polarizations are compared at fixed density and fixed density gradient. At fixed $t$ the factor is $\phi^3$.

Atomic units are used in the algebra. The sign $\sigma=+1$ denotes spin up and $\sigma=-1$ spin down, so that $n_\sigma=n(1+\sigma\zeta)/2$.

## Two properties of exchange

**Separation by spin.** Assume that the noninteracting Kohn–Sham state is a single determinant with orbitals $\psi_{i\sigma}$. Its exchange energy is

$$E_x=-\frac12\sum_\sigma\sum_{ij}\int\!\!\int\frac{\psi_{i\sigma}^*(\mathbf r)\psi_{j\sigma}(\mathbf r)\psi_{j\sigma}^*(\mathbf r')\psi_{i\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Both orbitals in each term carry the same spin, because the spin sum of a product of opposite spin functions vanishes. The orbitals of one spin minimize the kinetic energy for the density of that spin, independently of the other. Hence there is one functional $X$, the same for both spins, with

$$E_x[n_\uparrow,n_\downarrow]=X[n_\uparrow]+X[n_\downarrow]. \tag{2}$$

**Coordinate scaling.** Let $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$, which compresses the density for $\lambda>1$ and keeps the electron number. The orbitals become $\lambda^{3/2}\psi(\lambda\mathbf r)$. They remain the minimizing ones, since every kinetic energy in the competition is multiplied by the same $\lambda^2$. In the exchange integral the four orbitals supply $\lambda^6$, the change of variables in the two volume elements supplies $\lambda^{-6}$, and $1/|\mathbf r-\mathbf r'|$ supplies $\lambda$. Therefore

$$X[n_\lambda]=\lambda X[n],\qquad E_x[n_\lambda]=\lambda E_x[n]. \tag{3}$$

## First derivation: doubling each spin density

Write $E_x[n]$ with one argument for the exchange energy of an unpolarized density. Each spin then has density $n/2$, and equation (2) gives $E_x[n]=2X[n/2]$. Replacing $n$ by $2n_\sigma$ gives $X[n_\sigma]=E_x[2n_\sigma]/2$, so

$$E_x[n_\uparrow,n_\downarrow]=\frac{E_x[2n_\uparrow]+E_x[2n_\downarrow]}{2}. \tag{4}$$

This is the spin-scaling relation. A determinant for the lithium atom, built from ROHF/6-31G orbitals, illustrates the orbital identity behind it; these are not Kohn–Sham orbitals, but the separation of the exchange integral by spin holds for any fixed set of orbitals that each have a definite spin along a common axis. With two up electrons and one down electron the exchange energy is $-48.589$ eV. Doubly occupying the up orbitals gives $-52.295$ eV, and doubly occupying the down orbital gives $-44.882$ eV. Half their sum is $-48.589$ eV. These values belong to the small basis and are not converged: with cc-pVQZ they become $-48.469$, $-52.042$ and $-44.896$ eV, shifts of $0.12$, $0.25$ and $0.01$ eV (cc-pV5Z changes them by less than $0.001$ eV more), while the half-sum identity holds equally.

### The form of the gradient term

Assume that exchange of a slowly varying unpolarized density has a gradient expansion. A scalar with two gradients is either $a(n)|\nabla n|^2$ or $b(n)\nabla^2n$. If boundary terms vanish, the second reduces to the first:

$$\int b(n)\nabla^2n\,d^3r=-\int\nabla b(n)\cdot\nabla n\,d^3r=-\int b'(n)|\nabla n|^2\,d^3r.$$

So the whole second-order term is $E_{x2}[n]=\int g(n)|\nabla n|^2d^3r$ with a single function $g$. Under scaling, $|\nabla n_\lambda|^2$ is $\lambda^8$ times $|\nabla n|^2$ at the point $\lambda\mathbf r$, and the volume element gives $\lambda^{-3}$. Equation (3) then requires

$$\lambda^5\int g(\lambda^3n)|\nabla n|^2\,d^3r=\lambda\int g(n)|\nabla n|^2\,d^3r.$$

This must hold for every density, including a small ripple about any chosen mean, so the integrands' coefficients agree: $g(\lambda^3n)=\lambda^{-4}g(n)$. Setting $n=1$ and then renaming $\lambda^3$ as $n$ gives $g(n)=g(1)\,n^{-4/3}$. With $g(1)=-C$,

$$E_{x2}[n]=-C\int\frac{|\nabla n|^2}{n^{4/3}}\,d^3r. \tag{5}$$

The constant is usually expressed through a coefficient $\mu$. Define $k_F=(3\pi^2n)^{1/3}$ and $s=|\nabla n|/(2k_Fn)$, and write the energy per volume as $n(-3k_F/4\pi)\mu s^2$. The bracket is the uniform-gas exchange energy per electron; here it serves to fix the normalization of $\mu$. Inserting $s$,

$$-\frac{3k_Fn}{4\pi}\,\mu\,\frac{|\nabla n|^2}{4k_F^2n^2}=-\frac{3\mu}{16\pi}\frac{|\nabla n|^2}{k_Fn}, \tag{6}$$

and $k_Fn=(3\pi^2)^{1/3}n^{4/3}$ gives $C=3\mu/[16\pi(3\pi^2)^{1/3}]$.

### Uniform polarization

Now put $2n_\sigma=n(1+\sigma\zeta)$ into equation (4). Since $\nabla\zeta=0$, the gradient is $\nabla(2n_\sigma)=(1+\sigma\zeta)\nabla n$, and

$$\frac{|\nabla(2n_\sigma)|^2}{(2n_\sigma)^{4/3}}=\frac{(1+\sigma\zeta)^2|\nabla n|^2}{(1+\sigma\zeta)^{4/3}n^{4/3}}=(1+\sigma\zeta)^{2/3}\frac{|\nabla n|^2}{n^{4/3}}.$$

The factor does not depend on position and leaves the integral. Half the sum over spins is

$$E_{x2}[n_\uparrow,n_\downarrow]=\phi(\zeta)\,E_{x2}[n]. \tag{7}$$

The value of $\mu$ has played no part. For $\zeta=0.6$,

$$\phi=\frac{1.6^{2/3}+0.4^{2/3}}{2}=\frac{1.3680+0.5429}{2}=0.9554,$$

and $-0.0968\times0.9554=-0.0925$ eV, the value quoted at the beginning.

The opposite trend of local exchange comes from its different power of density. A local term $\int f(n)\,d^3r$ obeys equation (3) if $\lambda^{-3}f(\lambda^3n)=\lambda f(n)$, that is, $f\propto n^{4/3}$. Spin scaling then gives the factor $[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}]/2$, which is $1.083$ at $\zeta=0.6$. The function $x^{4/3}$ is convex, so an unequal division of the electrons raises the average; $x^{2/3}$ is concave, so it lowers it.

The reduced gradient of each spin shows how the two powers are related. Evaluating $s$ for the density $2n_\sigma$ gives

$$s_\sigma=\frac{(1+\sigma\zeta)|\nabla n|}{2k_F(1+\sigma\zeta)^{1/3}(1+\sigma\zeta)n}=\frac{s}{(1+\sigma\zeta)^{1/3}}.$$

The majority spin has the larger local weight, $(1+\zeta)^{4/3}$, but a smaller reduced gradient. Multiplying the weight by $s_\sigma^2$ leaves $(1+\sigma\zeta)^{2/3}$.

For small $\zeta$, the second derivative $\phi''(0)=-2/9$ gives $\phi=1-\zeta^2/9+\dots$; the linear term is absent because $\phi$ is even. At full polarization $\phi(1)=2^{2/3}/2=2^{-1/3}=0.794$. Near that limit the minority spin needs attention. At the model point $s=0.25/(2\times1.949\times0.25)=0.257$, but at $\zeta=0.9$ the minority value is $0.257/0.1^{1/3}=0.55$. As $\zeta\to1$ with $\nabla n\neq0$ it grows without limit, so a small $s$ does not guarantee that the expansion is good for the minority spin, even though that spin's second-order contribution tends to zero.

### When the polarization varies

If $\zeta$ depends on position, the gradient gains a term:

$$\nabla(2n_\sigma)=(1+\sigma\zeta)\nabla n+\sigma n\nabla\zeta.$$

Squaring it, using $\sigma^2=1$, and dividing by $(1+\sigma\zeta)^{4/3}$ gives

$$(1+\sigma\zeta)^{2/3}|\nabla n|^2+2\sigma(1+\sigma\zeta)^{-1/3}n\nabla n\cdot\nabla\zeta+(1+\sigma\zeta)^{-4/3}n^2|\nabla\zeta|^2.$$

The spin averages can be written with derivatives of $\phi$. Differentiating equation (1),

$$\phi'=\frac13\sum_\sigma\sigma(1+\sigma\zeta)^{-1/3},\qquad \phi''=-\frac19\sum_\sigma(1+\sigma\zeta)^{-4/3}.$$

Half the spin sum of the cross term is therefore $3\phi'n\nabla n\cdot\nabla\zeta$, and half that of the last term is $-\frac92\phi''n^2|\nabla\zeta|^2$. In place of $\phi|\nabla n|^2$ the exchange integrand contains

$$\phi|\nabla n|^2+3\phi'\,n\nabla n\cdot\nabla\zeta-\frac92\phi''\,n^2|\nabla\zeta|^2. \tag{8}$$

For $0<\zeta<1$, $\phi'$ and $\phi''$ are both negative. When $n$ and $\zeta$ increase in the same direction, the cross term weakens gradient exchange and the last term strengthens it.

Give the model point, at $\zeta=0.6$, a polarization gradient of $0.5$ Å$^{-1}$ parallel to $\nabla n$. Then $n|\nabla\zeta|/|\nabla n|=0.25\times0.5/0.25=0.5$, while $\phi'=-0.1674$ and $\phi''=-0.4364$. Divided by $|\nabla n|^2$, expression (8) is

$$0.9554-3(0.1674)(0.5)+4.5(0.4364)(0.5)^2=0.9554-0.2511+0.4909=1.195.$$

The exchange term becomes $-0.0968\times1.195=-0.1157$ eV per electron. Here the last term outweighs the cross term.

The balance can go the other way. Consider a two-electron density proportional to $\exp(-r^2/\text{Å}^2)$. This is an evaluation of the second-order functional, not a claim that the expansion is accurate for so compact a density. For $\zeta=0$ it gives $-2.837$ eV, and for uniform $\zeta=0.6$ it gives $-2.710$ eV, with ratio $0.9554$. For $\zeta=0.6\exp[-r^2/(4\,\text{Å}^2)]$, full spin scaling gives $-2.782$ eV, but the term $\phi|\nabla n|^2$ alone gives $-2.808$ eV. The missing $+0.025$ eV is positive. Since $n$ and $\zeta$ both fall outward, the signs found above show that the cross term is the larger correction in this case.

## Second derivation: a ripple on a uniform gas

The factor can also be found without the doubling relation (4) and without a real-space gradient functional. Start from uniform spin densities $\bar n_\sigma$ in a volume $V$ and add a weak wave,

$$n_\sigma(\mathbf r)=\bar n_\sigma+a_\sigma\cos(\mathbf q\cdot\mathbf r),$$

with a whole number of wavelengths in $V$. The term of $X[n_\sigma]$ linear in $a_\sigma$ vanishes because the cosine averages to zero. The uniform gas is invariant under translation, so the quadratic term involves a kernel $K$ that depends on $\mathbf r-\mathbf r'$:

$$\frac12\int\!\!\int K(\mathbf r-\mathbf r')\,\delta n_\sigma(\mathbf r)\,\delta n_\sigma(\mathbf r')\,d^3r\,d^3r'=\frac V4K(q;\bar n_\sigma)\,a_\sigma^2. \tag{9}$$

Here $K(q;\bar n_\sigma)$ is the Fourier transform of the kernel. One factor $1/2$ comes from the second-order expansion and the other from the average of $\cos^2$. By equation (2) no term contains $a_\uparrow a_\downarrow$.

Scaling fixes how $K$ depends on the mean density. Under $n\to n_\lambda$ the mean and amplitude are multiplied by $\lambda^3$, the wave number by $\lambda$, and the volume by $\lambda^{-3}$. Equation (3) applied to (9) gives

$$\frac{V}{4\lambda^3}K(\lambda q;\lambda^3\bar n_\sigma)\lambda^6a_\sigma^2=\lambda\frac V4K(q;\bar n_\sigma)a_\sigma^2,$$

or $K(\lambda q;\lambda^3\bar n_\sigma)=\lambda^{-2}K(q;\bar n_\sigma)$.

Assume that for long waves $K=K_0+K_2q^2+\dots$. The constant $K_0$ belongs to the local approximation, and $K_2$ is the second-order gradient response. Comparing the coefficients of $q^2$,

$$\lambda^2K_2(\lambda^3\bar n_\sigma)=\lambda^{-2}K_2(\bar n_\sigma)\quad\Rightarrow\quad K_2(\bar n_\sigma)=-2B\,\bar n_\sigma^{-4/3},$$

with a constant $B$ common to both spins. The gradient energy of the ripple is therefore

$$\Delta E_{x2}=-\frac V2Bq^2\sum_\sigma\frac{a_\sigma^2}{\bar n_\sigma^{4/3}}. \tag{10}$$

Uniform polarization means that both spins ripple in proportion to their mean densities: $\bar n_\sigma=(1+\sigma\zeta)\bar n/2$ and $a_\sigma=(1+\sigma\zeta)a/2$. Then

$$\sum_\sigma\frac{a_\sigma^2}{\bar n_\sigma^{4/3}}=\frac{2^{4/3}}{4}\frac{a^2}{\bar n^{4/3}}\sum_\sigma(1+\sigma\zeta)^{2/3}=2^{1/3}\phi(\zeta)\frac{a^2}{\bar n^{4/3}}.$$

The last step uses $\sum_\sigma(1+\sigma\zeta)^{2/3}=2\phi$ and $2^{4/3}\times2/4=2^{1/3}$. Dividing by the value at $\zeta=0$, where $\phi=1$, leaves

$$\frac{\Delta E_{x2}(\zeta)}{\Delta E_{x2}(0)}=\phi(\zeta).$$

The constants of the two derivations agree if $C=2^{1/3}B$. Indeed, equation (5) for an unpolarized ripple gives $-C\bar n^{-4/3}q^2a^2V/2$, since $\sin^2$ averages to $1/2$, and equation (10) gives the same with $2^{1/3}B$ in place of $C$.

In this picture the power $2/3$ has two sources. The squared amplitude of a spin contributes $(1+\sigma\zeta)^2$, and the gradient response of a denser gas is weaker by $(1+\sigma\zeta)^{-4/3}$.

## The PBE correlation term

PBE adds to the local correlation energy per electron the quantity

$$H=\gamma\phi^3\ln\!\left[1+\frac\beta\gamma t^2\frac{1+At^2}{1+At^2+A^2t^4}\right],\qquad t=\frac{|\nabla n|}{2\phi k_sn},\qquad k_s^2=\frac{4k_F}{\pi}.$$

Here $\beta$ and $\gamma$ are constants and $A$ depends on $n$ and $\zeta$ but not on the gradient. For small $t$ the fraction is $1+O(t^4)$ and $\ln(1+x)=x+O(x^2)$, so $H=\beta\phi^3t^2+O(t^4)$. Per volume, the leading term is

$$n\beta\phi^3t^2=n\beta\phi^3\frac{|\nabla n|^2}{4\phi^2k_s^2n^2}=\frac{\pi\beta}{16}\,\phi\,\frac{|\nabla n|^2}{k_Fn}. \tag{11}$$

Two of the three powers of $\phi$ cancel against the $\phi^2$ in the denominator of $t^2$. At the model point $t$ rises from $0.2309$ at $\zeta=0$ to $0.2309/0.9554=0.2417$ at $\zeta=0.6$, although the density and its gradient are unchanged. If the gradient were reduced so as to hold $t$ fixed, the term would be multiplied by $\phi^3=0.872$ instead of $\phi=0.955$.

Equations (6), (7) and (11) have the same dependence on $n$, $\nabla n$ and uniform $\zeta$. Their sum per volume is

$$\frac{\phi}{16}\frac{|\nabla n|^2}{k_Fn}\left(\pi\beta-\frac{3\mu}{\pi}\right),$$

which vanishes for $\mu=\pi^2\beta/3$. PBE makes this choice: $\beta=0.06672$ and $\mu=0.2195$. The energies per electron at the model point, extracted from the small-gradient limit of the functional, are as follows.

| $\zeta$ | $\phi$ | exchange (eV) | correlation (eV) |
|---|---|---|---|
| 0.0 | 1.0000 | −0.0968 | 0.0968 |
| 0.3 | 0.9898 | −0.0958 | 0.0958 |
| 0.6 | 0.9554 | −0.0925 | 0.0925 |
| 0.9 | 0.8747 | −0.0847 | 0.0847 |

The cancellation concerns the second-order terms; the higher powers of $s$ and $t$ in PBE are not covered by it. It also depends on $\mu$. With $\mu=10/81=0.1235$, the coefficient associated with slowly varying exchange, the exchange term at $\zeta=0$ would be multiplied by $(10/81)/\mu_{\rm PBE}=0.5624$, giving $-0.0968\times0.5624=-0.0544$ eV, and $+0.042$ eV would remain. The factor $\phi$ would be unaffected.

A varying polarization also spoils the cancellation in general. PBE correlation contains the gradient of the total density and no $\nabla\zeta$, so it has no counterpart of the last two terms in expression (8). At the model point with the polarization gradient included, correlation stays at $+0.0925$ eV while exchange is $-0.1157$ eV, which leaves $-0.0232$ eV per electron.

## What each derivation assumes

Both derivations of the exchange factor use the separation (2) and the scaling law (3), and both assume that a second-order term exists: the first as a term in a real-space expansion, the second as a finite coefficient of $q^2$. Neither proves that existence.

Both also rely on the equality of the two spin channels contained in (2): the first uses it to express each channel through the unpolarized functional, the second to make $B$ common to both spins. The first derivation assumes more, namely a real-space gradient functional valid beyond small ripples about one mean density. In return it applies to any density and polarization for which the second-order functional is meaningful. The terms in $\nabla\zeta$ are not peculiar to it: if $\zeta$ also ripples, with amplitude $b$ and the same wave, then $a_\sigma=[(1+\sigma\zeta)a+\sigma\bar n b]/2$ to first order, and equation (10) gives expression (8) with $a$ and $b$ in place of parallel gradients $\nabla n$ and $\nabla\zeta$. The second never refers to a doubled density and needs no integration by parts. It is restricted to small amplitudes about a uniform gas, and an energy for larger slow variations requires the further step of letting $K_2$ follow the local density.

Neither argument carries over to correlation. Electrons of opposite spin are correlated, so the correlation energy does not separate as in equation (2), and spin scaling cannot be applied to it. The factor $\phi$ in equation (11) is a property of the PBE form. Its agreement with exchange does not show that the exact second-order correlation coefficient varies as $\phi$.

The numerical check tests the factor for exchange and correlation against an independent implementation of PBE, including the point where $\zeta$ varies.

## Calculated quantities

```
Li determinant, ROHF/6-31G orbitals
exchange energy, direct: -48.58869 eV
exchange energy, doubled up orbitals: -52.29496 eV
exchange energy, doubled down orbital: -44.88243 eV
half the sum of the doubled cases: -48.58869 eV
Model point
density n: 0.25 angstrom^-3
density gradient: 0.25 angstrom^-4
k_F: 1.94889 angstrom^-1
k_s: 2.16545 angstrom^-1
s: 0.25656 (dimensionless)
t at zeta=0: 0.23090 (dimensionless)
t at zeta=0.6: 0.24167 (dimensionless)
beta: 0.066725; mu = pi^2 beta/3: 0.219515 (dimensionless)
slowly-varying exchange mu = 10/81: 0.123457 (dimensionless)
Second-order energies per electron from libxc PBE, in eV
zeta   phi      phi^3    local factor  exchange   correlation
0.0   1.00000  1.00000  1.00000       -0.09680   0.09680
0.3   0.98976  0.96958  1.02017       -0.09581   0.09581
0.6   0.95543  0.87217  1.08305       -0.09249   0.09249
0.9   0.87474  0.66932  1.19984       -0.08468   0.08468
phi at zeta=1: 0.79370 (dimensionless)
quadratic coefficient of phi: -1/9 (dimensionless)
Same point, zeta=0.6, zeta gradient 0.50 angstrom^-1
exchange per electron: -0.11570 eV
correlation per electron: 0.09249 eV
sum per electron: -0.02321 eV
Gaussian density, 2 electrons, exponent 1 angstrom^-2
exchange gradient energy, zeta=0: -2.83684 eV
exchange gradient energy, uniform zeta=0.6: -2.71041 eV
ratio of these two: 0.95543 (dimensionless)
varying zeta, full spin scaling: -2.78234 eV
varying zeta, phi term alone: -2.80765 eV
part missed by phi alone: 0.02531 eV
```
